# Nonnegative Tikhonov Deconvolution of Blurred Chip Temperature Maps: a numerical check

```python
"""Nonnegative Tikhonov deconvolution of an optically blurred temperature map.

Result under test: the minimiser over x >= 0 of
    |A x - y|^2 / 2 + alpha |x|^2 / 2
trades resolution against noise through alpha.
x: temperature rise (K); y: blurred noisy map (K); A: periodic convolution
with transfer function H(k), H(0) = 1; alpha: dimensionless weight.
Lengths are in micrometres, wave numbers k in rad/um.
The linear estimate (no sign constraint) has resolution filter
H^2/(H^2+alpha) and noise filter H/(H^2+alpha).
"""
import numpy as np
import scipy.fft as sf
from scipy.special import j0, j1, ive
from scipy.optimize import nnls, brentq

rng = np.random.default_rng(7)

# ---------------- inputs (rough typical values, chosen round) -------------
wavelength, NA, h, n = 0.530, 0.5, 0.08, 48
coefficient = 2e-4            # relative reflectance change per K
electrons, frames = 2e4, 5e4  # per pixel and frame; frames per state
spot_width = 0.10             # standard deviation of a hotspot, um
strong, weak = 40.0, 10.0     # peak rises, K
alphas = [1e-1, 1e-2, 1e-3, 1e-4]
kc = 4 * np.pi * NA / wavelength
sigma = np.sqrt(2 / (electrons * frames)) / coefficient
npix = n * n
tol = 5e-3                    # certified rms solver error, K


def kgrid(size, step, half=True):
    ky = 2 * np.pi * np.fft.fftfreq(size, step)
    kx = 2 * np.pi * np.fft.rfftfreq(size, step) if half else ky
    return np.hypot(ky[:, None], kx[None, :])


def otf(k, cutoff=kc):
    rho = np.minimum(k / cutoff, 1.0)
    return 2 / np.pi * (np.arccos(rho) - rho * np.sqrt(1 - rho**2))


def apply(filt, maps):
    return sf.irfft2(sf.rfft2(maps) * filt, s=maps.shape[-2:])


def linear(data, H, alpha):
    return apply(H / (H**2 + alpha), data)


def nonneg(data, H, alpha, rms_tol=tol):
    """Accelerated projected gradient; returns map, iterations, error bound."""
    back = apply(H, data)
    M = H**2 + alpha
    L = 1 + alpha
    root = np.sqrt(alpha / L)
    momentum = (1 - root) / (1 + root)
    x = np.zeros_like(data)
    z = x
    for it in range(1, 20001):
        new = np.maximum(z - (apply(M, z) - back) / L, 0)
        z = new + momentum * (new - x)
        x = new
        if it % 50 == 0:
            grad = apply(M, x) - back
            d = np.maximum(-x, -grad / alpha)
            gap = -(grad * d + alpha * d**2 / 2).sum(axis=(-2, -1))
            pixels = data.shape[-1] * data.shape[-2]
            bound = np.sqrt(2 * np.max(gap) / alpha / pixels)
            if bound < rms_tol:
                return x, it, bound
    raise RuntimeError("solver did not reach its certificate")


H = otf(kgrid(n, h))
H_full = otf(kgrid(n, h, half=False))
nodes, weights = np.polynomial.legendre.leggauss(400)
kq, wq = kc * (nodes + 1) / 2, kc * weights / 2

# ---------------- test: transfer function belongs to the Airy pattern -----
for r in (0.05, 0.2, 0.45, 0.9):
    by_quadrature = np.sum(wq * kq * otf(kq) * j0(kq * r)) / (2 * np.pi)
    v = kc * r / 2
    airy = kc**2 / (16 * np.pi) * (2 * j1(v) / v)**2
    assert abs(by_quadrature - airy) < 1e-5 * kc**2 / (16 * np.pi)

# ---------------- test: solver against an explicit active-set solution ----
ns, hs, a_s = 12, 0.16, 1e-2
Hs = otf(kgrid(ns, hs))
impulse = np.zeros((ns, ns))
impulse[0, 0] = 1
psf = apply(Hs, impulse)
matrix = np.array([np.roll(psf, (i, j), (0, 1)).ravel()
                   for i in range(ns) for j in range(ns)]).T
small = np.zeros((ns, ns))
small[4, 4], small[7, 8] = 30, 20
ys = (matrix @ small.ravel()) + 0.3 * rng.standard_normal(ns * ns)
reference = nnls(np.vstack([matrix, np.sqrt(a_s) * np.eye(ns * ns)]),
                 np.concatenate([ys, np.zeros(ns * ns)]))[0]
ours = nonneg(ys.reshape(ns, ns), Hs, a_s, 1e-6)[0].ravel()
solver_difference = np.max(np.abs(ours - reference))
assert solver_difference < 1e-4 and np.sum(reference == 0) > 10

# ---------------- test: exact tradeoff law for a Gaussian blur ------------
s_gauss = np.sqrt(8) / kc     # same point-spread peak as the Airy pattern
u = np.exp(-(kgrid(256, h, half=False) * s_gauss)**2)
gauss_gain = {}
for a in alphas:
    gain_sum = np.sqrt(np.mean(u / (u + a)**2))
    peak_sum = np.mean(u / (u + a)) / h**2
    peak_law = np.log(1 + 1 / a) / (4 * np.pi * s_gauss**2)
    gain_law = (h / (np.sqrt(np.pi) * s_gauss)
                * np.sinh(2 * np.pi * s_gauss**2 * peak_law))
    assert abs(peak_sum / peak_law - 1) < 1e-6
    assert abs(gain_sum / gain_law - 1) < 1e-6
    gauss_gain[a] = gain_law


# ---------------- test: small-alpha noise law of the diffraction OTF ------
def gain_continuum(a):
    t = np.linspace(-16, 0, 20001)
    eps = np.exp(t)
    H2 = otf(kc * (1 - eps))**2
    f = (1 - eps) * H2 / (H2 + a)**2 * eps
    integral = (t[1] - t[0]) * (f.sum() - (f[0] + f[-1]) / 2)
    return h * kc * np.sqrt(integral / (2 * np.pi))


def gain_asymptote(a):
    b = 128 / (9 * np.pi**2)
    return h * kc * np.sqrt(b**(-1 / 3) * a**(-2 / 3) / (9 * np.sqrt(3)))


asymptote_ratio = gain_continuum(1e-9) / gain_asymptote(1e-9)
assert abs(asymptote_ratio - 1) < 0.01


def kernel_peak(a):
    return np.sum(wq * kq * otf(kq)**2 / (otf(kq)**2 + a)) / (2 * np.pi)


peak_limit = kc**2 / (4 * np.pi)
assert abs(kernel_peak(1e-10) / peak_limit - 1) < 0.01


# ---------------- two-hotspot resolution of the linear estimate -----------
def merge_distance(filter_q):
    """Separation at which the dip between two equal spots appears."""
    spectrum = np.exp(-(kq * spot_width)**2 / 2) * filter_q

    def curvature(r):
        return -np.sum(wq * kq**3 * spectrum
                       * (j0(kq * r) - j1(kq * r) / (kq * r)))
    rs = np.linspace(0.05, 0.6, 111)
    c = np.array([curvature(r) for r in rs])
    i = np.where((c[:-1] < 0) & (c[1:] >= 0))[0][0]
    return 2 * brentq(curvature, rs[i], rs[i + 1])


raw_merge = merge_distance(otf(kq))
merge = [merge_distance(otf(kq)**2 / (otf(kq)**2 + a)) for a in alphas]
fine = (np.arange(256) - 128) * 0.02
Hf = otf(kgrid(256, 0.02))
for filt, distance in ((Hf, raw_merge), (Hf**2 / (Hf**2 + 1e-2), merge[1])):
    for factor in (0.96, 1.04):
        half_d = factor * distance / 2
        line = (np.exp(-(fine - half_d)**2 / (2 * spot_width**2))
                + np.exp(-(fine + half_d)**2 / (2 * spot_width**2)))
        pair = np.exp(-fine[:, None]**2 / (2 * spot_width**2)) * line
        f = apply(filt, pair)[128]
        assert (f[129] + f[127] - 2 * f[128] > 0) == (factor > 1)

# ---------------- noise gain: formula against Monte Carlo -----------------
gain = [np.sqrt(np.mean(H_full**2 / (H_full**2 + a)**2)) for a in alphas]
white = rng.standard_normal((400, n, n))
for a, g in zip(alphas, gain):
    assert abs(np.std(linear(white, H, a)) / g - 1) < 0.03
assert np.all(np.diff(gain) > 0) and np.all(np.diff(merge) < 0)


# ---------------- synthetic hotspots --------------------------------------
def distance_from(i, j):
    dy = ((np.arange(n) - i + n // 2) % n - n // 2) * h
    dx = ((np.arange(n) - j + n // 2) % n - n // 2) * h
    return np.hypot(dy[:, None], dx[None, :])


places = [(24, 15, strong), (24, 21, strong), (34, 36, weak)]
separation = 6 * h
truth = sum(t * np.exp(-distance_from(i, j)**2 / (2 * spot_width**2))
            for i, j, t in places)
background = np.all([distance_from(i, j) > 0.8 for i, j, t in places], axis=0)


def pair_peak(maps):
    return (maps[..., 24, 15] + maps[..., 24, 21]) / 2


def dip(maps):
    return 1 - maps[..., 24, 18] / pair_peak(maps)


def spread(maps):
    """Background noise: standard deviation over realisations, K."""
    return np.sqrt(np.mean(np.var(maps, axis=0, ddof=1)[background]))


clean = apply(H, truth)
assert dip(clean) < 0 and separation < raw_merge
data = clean + sigma * rng.standard_normal((12, n, n))

rows = []
for a in alphas:
    lin = linear(data, H, a)
    con, iterations, bound = nonneg(data, H, a)
    M = H**2 + a
    dist_lin = np.sum((lin - truth) * apply(M, lin - truth), axis=(1, 2))
    dist_con = np.sum((con - truth) * apply(M, con - truth), axis=(1, 2))
    assert np.all(dist_con <= dist_lin * (1 + 1e-3))
    moved = np.linalg.norm((con[1:] - con[:-1]).reshape(11, -1), axis=1)
    pushed = np.linalg.norm((data[1:] - data[:-1]).reshape(11, -1), axis=1)
    assert np.all(moved <= pushed / (2 * np.sqrt(a)) * (1 + 1e-2))
    rows.append(dict(
        a=a, its=iterations, lin=lin, con=con,
        err_lin=np.sqrt(np.mean((lin - truth)**2)),
        err_con=np.sqrt(np.mean((con - truth)**2)),
        misfit=np.sqrt(np.mean((apply(H, con) - data)**2)) / sigma))
best = min(rows, key=lambda row: row["err_con"])
ab = best["a"]
assert np.mean(dip(best["con"])) > 0

# expected error of the linear estimate: bias plus noise, over many alphas
X2 = np.abs(np.fft.fft2(truth))**2


def expected_error(a):
    bias2 = np.sum(X2 * (a / (H_full**2 + a))**2) / npix**2
    return np.sqrt(bias2 + sigma**2 * np.mean(H_full**2 / (H_full**2 + a)**2))


scan = np.logspace(-6, 0, 61)
errors = np.array([expected_error(a) for a in scan])
i_opt = int(np.argmin(errors))
assert 0 < i_opt < 60
for row in rows:
    assert abs(row["err_lin"] / expected_error(row["a"]) - 1) < 0.1

# stability constant is nearly attained on a positive pedestal
a_t = 1e-2
m = int(np.argmin(np.abs(H[0] - np.sqrt(a_t))))
wave = 0.5 * np.cos(2 * np.pi * m * np.arange(n) / n)[None, :] * np.ones((n, 1))
two = nonneg(np.array([np.full((n, n), 30.0), 30.0 + wave]), H, a_t, 1e-4)[0]
attained = (np.linalg.norm(two[1] - two[0]) / np.linalg.norm(wave)
            * 2 * np.sqrt(a_t))
assert 0.9 < attained < 1.001

# content beyond the optical cutoff
outside = kgrid(n, h, half=False) > kc
F_true = np.fft.fft2(truth)[outside]
F_con = np.fft.fft2(best["con"])[:, outside]
F_lin = np.fft.fft2(best["lin"])[:, outside]
assert np.max(np.abs(F_lin)) < 1e-8 * np.max(np.abs(F_true))
overlap = np.mean(np.real(F_con @ F_true.conj())
                  / (np.linalg.norm(F_con, axis=1) * np.linalg.norm(F_true)))
assert overlap > 0

# ---------------- where nonnegativity helps -------------------------------
# surface rise above a Gaussian heat source on a half-space, same core shape
tail_truth = sum(t * ive(0, distance_from(i, j)**2 / (2 * spot_width**2))
                 for i, j, t in places)
pedestal = 30.0
noise6 = sigma * rng.standard_normal((6, n, n))
ratio = {"zero background": spread(best["con"]) / spread(best["lin"])}
for name, scene in (("heat-spreading tail", tail_truth),
                    ("30 K pedestal", truth + pedestal)):
    y6 = apply(H, scene) + noise6
    lin6, con6 = linear(y6, H, ab), nonneg(y6, H, ab)[0]
    ratio[name] = spread(con6) / spread(lin6)
assert lin6.min() > 0
assert np.sqrt(np.mean((con6 - lin6)**2)) < tol
assert ratio["zero background"] < 0.9 and abs(ratio["30 K pedestal"] - 1) < 0.02


# ---------------- neglected effects, noise-free data ----------------------
def defocused_otf(z):
    big = 5 * n
    p, w = np.polynomial.legendre.leggauss(100)
    p, w = (p + 1) / 2, w / 2
    r = np.linspace(0, 0.72 * big * h, 4000)
    phase = np.exp(1j * np.pi * z * NA**2 / wavelength * p**2)
    amplitude = j0(kc / 2 * r[:, None] * p) @ (phase * p * w)
    x = np.fft.fftfreq(big) * big * h
    image = np.interp(np.hypot(x[:, None], x[None, :]), r,
                      np.abs(amplitude)**2)
    return (np.fft.rfft2(image).real / image.sum())[::5, ::5]


assert np.max(np.abs(defocused_otf(0.0) - H)) < 0.02
k = kgrid(n, h)
ky = np.fft.fftfreq(n)
kx = np.fft.rfftfreq(n)
band = [otf(k, 4 * np.pi * NA / (wavelength + d))
        for d in np.linspace(-0.015, 0.015, 7)]
cases = {
    "none": clean,
    "true NA 5% lower": apply(otf(k, 0.95 * kc), truth),
    "defocus 0.5 um": apply(defocused_otf(0.5), truth),
    "drift 0.05 um rms": apply(H * np.exp(-(k * 0.05)**2 / 2), truth),
    "pixel aperture": apply(H * np.sinc(ky)[:, None] * np.sinc(kx), truth),
    "30 nm source band": apply(np.mean(band, axis=0), truth),
    "heat-spreading tail": apply(H, tail_truth)}
restored = nonneg(np.array(list(cases.values())), H, ab)[0]

# ---------------- printed results -----------------------------------------
print(f"wavelength {wavelength*1e3:.0f} nm, NA {NA}, pixel {h*1e3:.0f} nm, "
      f"grid {n} x {n}")
print(f"coefficient {coefficient:.1e} /K, electrons {electrons:.0e}, "
      f"frames per state {frames:.0e}")
print(f"noise sigma = {sigma:.4f} K; cutoff kc = {kc:.3f} rad/um")
print(f"hotspots: {strong:.0f} K pair, {weak:.0f} K single, "
      f"width {spot_width*1e3:.0f} nm, separation {separation*1e3:.0f} nm")
print(f"raw image: pair peak {pair_peak(clean):.2f} K, dip {dip(clean):.3f}, "
      f"weak peak {clean[34, 36]:.2f} K")
print(f"true map: pair peak {pair_peak(truth):.2f} K, dip {dip(truth):.3f}")
print(f"raw merging distance = {raw_merge*1e3:.0f} nm")
print(f"equivalent Gaussian width s = {s_gauss*1e3:.1f} nm")
print("LINEAR: alpha | merge nm | gain | noise K | Gaussian gain | r0/limit")
for a, d, g in zip(alphas, merge, gain):
    print(f"  {a:.0e} | {d*1e3:.0f} | {g:.3f} | {g*sigma:.3f} | "
          f"{gauss_gain[a]:.3f} | {kernel_peak(a)/peak_limit:.3f}")
print(f"gain/asymptote: {asymptote_ratio:.4f} at alpha 1e-9, "
      f"{gain_continuum(1e-4)/gain_asymptote(1e-4):.3f} at 1e-4")
print(f"best linear alpha = {scan[i_opt]:.1e}, "
      f"expected rms error {errors[i_opt]:.3f} K")
print("LIN/NONNEG: alpha | rms error K | background noise K | dip")
for q in rows:
    print(f"  {q['a']:.0e} | {q['err_lin']:.3f}/{q['err_con']:.3f} | "
          f"{spread(q['lin']):.3f}/{spread(q['con']):.3f} | "
          f"{np.mean(dip(q['lin'])):.3f}/{np.mean(dip(q['con'])):.3f}")
print("LIN/NONNEG: alpha | pair peak K | weak peak K | largest false peak K")
for q in rows:
    false = [np.mean(q[c][:, background].max(axis=1)) for c in ("lin", "con")]
    print(f"  {q['a']:.0e} | {np.mean(pair_peak(q['lin'])):.2f}/"
          f"{np.mean(pair_peak(q['con'])):.2f} | "
          f"{np.mean(q['lin'][:, 34, 36]):.2f}/"
          f"{np.mean(q['con'][:, 34, 36]):.2f} | "
          f"{false[0]:.2f}/{false[1]:.2f}")
print("NONNEG: alpha | iterations | std of dip | std weak peak K | misfit/sigma")
for q in rows:
    print(f"  {q['a']:.0e} | {q['its']} | {np.std(dip(q['con']), ddof=1):.3f} | "
          f"{np.std(q['con'][:, 34, 36], ddof=1):.2f} | {q['misfit']:.4f}")
print(f"best nonnegative alpha of the four = {ab:.0e}")
print(f"overlap with truth beyond cutoff = {overlap:.3f} (linear: no content)")
print(f"stability bound attained to {attained:.3f} of its value")
print(f"solver minus active-set solution: {solver_difference:.1e} K")
print("background noise, nonnegative over linear, at best alpha:")
for name, value in ratio.items():
    print(f"  {name}: {value:.3f}")
print(f"neglected effect at alpha {ab:.0e} | pair peak K | dip (noise-free)")
for name, image in zip(cases, restored):
    print(f"  {name} | {pair_peak(image):.2f} | {dip(image):.3f}")
print(f"true map with heat tail: pair peak {pair_peak(tail_truth):.2f} K, "
      f"dip {dip(tail_truth):.3f}")
print(f"largest relative light change = {coefficient*clean.max():.1e}")
print("all good")
```

It prints:

```
wavelength 530 nm, NA 0.5, pixel 80 nm, grid 48 x 48
coefficient 2.0e-04 /K, electrons 2e+04, frames per state 5e+04
noise sigma = 0.2236 K; cutoff kc = 11.855 rad/um
hotspots: 40 K pair, 10 K single, width 100 nm, separation 480 nm
raw image: pair peak 6.72 K, dip -0.116, weak peak 1.53 K
true map: pair peak 40.00 K, dip 0.888
raw merging distance = 524 nm
equivalent Gaussian width s = 238.6 nm
LINEAR: alpha | merge nm | gain | noise K | Gaussian gain | r0/limit
  1e-01 | 547 | 0.306 | 0.068 | 0.285 | 0.327
  1e-02 | 480 | 0.873 | 0.195 | 0.941 | 0.611
  1e-03 | 440 | 1.996 | 0.446 | 2.990 | 0.801
  1e-04 | 420 | 4.482 | 1.002 | 9.459 | 0.904
gain/asymptote: 0.9993 at alpha 1e-9, 0.966 at 1e-4
best linear alpha = 1.6e-03, expected rms error 1.603 K
LIN/NONNEG: alpha | rms error K | background noise K | dip
  1e-01 | 1.913/1.898 | 0.068/0.032 | -0.150/-0.146
  1e-02 | 1.669/1.488 | 0.193/0.064 | -0.055/0.009
  1e-03 | 1.598/1.052 | 0.422/0.126 | 0.075/0.314
  1e-04 | 1.762/0.868 | 0.989/0.185 | 0.161/0.597
LIN/NONNEG: alpha | pair peak K | weak peak K | largest false peak K
  1e-01 | 8.44/8.52 | 1.94/1.98 | 0.26/0.20
  1e-02 | 13.05/14.56 | 3.48/4.07 | 0.97/0.60
  1e-03 | 15.56/21.24 | 4.48/7.03 | 1.77/1.68
  1e-04 | 16.90/27.47 | 4.88/12.25 | 3.07/3.54
NONNEG: alpha | iterations | std of dip | std weak peak K | misfit/sigma
  1e-01 | 50 | 0.007 | 0.06 | 1.5939
  1e-02 | 100 | 0.016 | 0.18 | 1.0451
  1e-03 | 250 | 0.040 | 0.61 | 0.9890
  1e-04 | 850 | 0.087 | 2.46 | 0.9834
best nonnegative alpha of the four = 1e-04
overlap with truth beyond cutoff = 0.795 (linear: no content)
stability bound attained to 0.984 of its value
solver minus active-set solution: 5.9e-07 K
background noise, nonnegative over linear, at best alpha:
  zero background: 0.187
  heat-spreading tail: 0.999
  30 K pedestal: 1.000
neglected effect at alpha 1e-04 | pair peak K | dip (noise-free)
  none | 26.29 | 0.540
  true NA 5% lower | 16.22 | 0.249
  defocus 0.5 um | 24.36 | 0.479
  drift 0.05 um rms | 22.16 | 0.443
  pixel aperture | 25.27 | 0.521
  30 nm source band | 26.39 | 0.542
  heat-spreading tail | 26.77 | 0.012
true map with heat tail: pair peak 45.10 K, dip 0.551
largest relative light change = 1.5e-03
all good
```
